# When Chern numbers sum to zero: lattice bands and Landau levels

**The argument under review.** The argument runs as follows. "The Chern numbers of all bands of any Hamiltonian sum to zero. Every Landau level has Chern number one. Some level must therefore carry the opposite charge. On a square lattice with flux $1/q$ per plaquette, $q$ odd, it is the central band, with $-(q-1)$; in the continuum a similar level must exist."

The first sentence is too strong and the last is wrong. The lattice statement is right for nearest-neighbour hopping, but the argument does not derive it. I treat these points in turn.

## What the zero sum needs

For an isolated band with periodic Bloch part $u$, define

$$A_j=i\langle u|\partial_j u\rangle,\qquad F=\partial_1A_2-\partial_2A_1,\qquad C=\frac1{2\pi}\int F\,d^2k .$$

Take a lattice with $N$ orbitals per cell, so that $H(k)$ is an $N\times N$ matrix, periodic in $k$. Collect its eigenvectors, in a locally smooth gauge, as columns of a unitary matrix $U(k)$. Then

$$\sum_r A_j^{(r)}=i\,\mathrm{tr}(U^{-1}\partial_jU)=i\,\partial_j\ln\det U .$$

The curl of a gradient vanishes, so $\sum_rF^{(r)}=0$ at each $k$, and the Chern numbers sum to zero. If some bands touch, the trace of their joint connection replaces the separate terms.

The proof uses a finite matrix, whose determinant exists, and all of its eigenvectors. The continuum lacks the first; a selected group of bands lacks the second.

## Landau levels in the continuum

Set $\hbar=m=1$ and take

$$H=\tfrac12\left[p_x^2+(p_y+Bx)^2\right],\qquad B>0 .$$

Reversing the field reverses all Chern numbers below. Choose a cell with one flux quantum, $L_xL_y=2\pi/B$, and let $G=2\pi/L_y$, so that $G/B=L_x$. With $\varphi_n$ the oscillator functions, the magnetic Bloch states of level $n$ are

$$\psi_k=\sum_j e^{-ik_xjL_x}e^{i(k_y+jG)y}\varphi_n\!\left(x+\frac{k_y}{B}+jL_x\right),$$

and $u_k=e^{-i(k_xx+k_yy)}\psi_k$. In an overlap over one cell the $y$ integral removes terms with different $j$. The remaining $x$ integrals join into one over the whole line, with $s=x+jL_x$:

$$\frac{\langle u_k|u_{k'}\rangle}{L_y}=\int ds\,e^{i(k_x-k_x')s}\varphi_n\!\left(s+\frac{k_y}{B}\right)\varphi_n\!\left(s+\frac{k_y'}{B}\right).$$

Differentiation with respect to $k'$ gives $A_x=\langle s\rangle=-k_y/B$. Also $A_y=(i/B)\int\varphi_n\varphi_n'=0$. Hence $F=-\partial_{k_y}A_x=1/B$. The zone area is $(2\pi)^2/(L_xL_y)=2\pi B$, so

$$C_n=\frac1{2\pi}\,\frac1B\,2\pi B=1\qquad\text{for every }n .$$

No level carries a negative number. To see where the compensation went, insert the complete set of levels into the curvature, $F_n=\sum_m f_{nm}$, with

$$f_{nm}=i\left[\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle-\langle\partial_yu_n|u_m\rangle\langle u_m|\partial_xu_n\rangle\right].$$

Here $\partial_x,\partial_y$ act on $k_x,k_y$. The first multiplies by $-is$; the second acts as $D/B$, with $D=d/ds$. For $m\ne n$ the matrix elements are real, and $f_{nm}=-2s_{mn}D_{mn}/B$. In ladder operators, $s$ is $(\alpha+\alpha^\dagger)/\sqrt{2B}$ up to a constant and $D=\sqrt{B/2}\,(\alpha-\alpha^\dagger)$. Therefore

$$f_{n,n+1}=\frac{n+1}{B},\qquad f_{n,n-1}=-\frac nB ,$$

and their sum is again $1/B$. Each pair of levels does compensate, $f_{nm}=-f_{mn}$. But the lowest $N$ levels have total curvature $N/B$, all of it from the pair formed by level $N-1$ and the next one up. Raising the cut-off moves the unpaired term upward and enlarges it. The sum over levels does not converge, and no last level exists to absorb it.

A finite number of bands would not rescue the general claim. Let a weak periodic potential, with three flux quanta in its cell, split the lowest Landau level into three subbands. The zone area is now $2\pi B/3$, and the three unperturbed states at each $k$ each have curvature $1/B$. Mixing them by a unitary matrix $M(k)$ adds only the gradient $i\partial_j\ln\det M$ to the traced connection. The total stays at $(1/2\pi)(3/B)(2\pi B/3)=1$. For equal cosines along $x$ and $y$, I diagonalized the potential within the level and summed Berry phases around the plaquettes of a momentum grid. The subbands have $C=0,1,0$: three bands, total one.

## The lattice: motion of the Wannier centres

Now let $a,b>0$ be the hopping strengths along $x$ and $y$, with lattice constant one and $B=2\pi/q$. A plane wave in $y$ leaves

$$-a(\psi_{x+1}+\psi_{x-1})+V_x\psi_x=E\psi_x,\qquad V_x=-2b\cos\!\left(k_y+\frac{2\pi x}{q}\right),$$

with $\psi_{x+q}=e^{iK}\psi_x$. The magnetic cell has $q$ sites and there are $q$ bands, so their sum is zero. Its distribution is a separate question.

The Wannier function in cell $X$ is $\int (dK/2\pi)\,e^{iKX}u_K$. Writing $Xe^{iKX}=-i\partial_Ke^{iKX}$ and integrating by parts gives its centre, in cells, as $\bar X=(1/2\pi)\int A_K\,dK$. In a gauge periodic in $K$ and smooth along the $k_y$ path, the term $\partial_KA_y$ integrates to zero, so

$$C=-\left[\bar X(k_y=2\pi)-\bar X(k_y=0)\right].$$

The position within the cell adds nothing over a full cycle, because it returns to its initial value.

Start with $a\ll b$, where each state sits on one site except near crossings. The potential minimum is at $x_0=-qk_y/2\pi$. While $k_y$ grows by $2\pi/q$, $x_0$ moves one site to the left. Two sites at equal distances on either side of $x_0$ cross in energy. If their separation through the minimum is $\ell$, then $\ell-1$ sites lie lower, so the crossing is between bands $\ell$ and $\ell+1$. Each $\ell=1,\dots,q-1$ occurs once per window of width $2\pi/q$.

Before the crossing the right-hand site is lower; afterwards the left-hand one is. Hopping makes the crossing avoided, and the lower band passes continuously from right to left. The two sites are joined by $\ell$ hops through the minimum or by $q-\ell$ hops through the maximum. For small $a$ the shorter route dominates and fixes which periodic image of the left-hand site is reached. The lower band is therefore displaced by

$$D_\ell=\begin{cases}-\ell,&\ell<q/2,\\ q-\ell,&\ell>q/2,\end{cases}$$

and the upper band by $-D_\ell$. With $D_0=D_q=0$, band $r$ moves in one window by $D_r-D_{r-1}$:

- below the centre: $-r+(r-1)=-1$;
- above the centre: $(q-r)-(q-r+1)=-1$;
- at the centre, $r=(q+1)/2$: $(q-r)+(r-1)=q-1$.

There are $q$ windows in a full cycle and $q$ sites in a cell, so $C$ is minus the shift in sites per window. Every noncentral band has $C=1$, and the central one has $C=-(q-1)$. The central band is pushed forward at both of its crossings, by $(q-1)/2$ sites each time.

For $q=5$ and $a/b=0.3$, I followed the centres numerically from $k_y=0.3$ to $0.3+2\pi/5$. The central band starts at site $0.998$, is at $2.998$ halfway and ends at $4.998$: two displacements of two sites. The second band goes from $-0.903$ to $-0.110$ and then to $-1.903$, close to one site forward and two back. The intermediate positions are not integers because finite hopping spreads the states, but the net shifts are $4$ and $-1$.

## The gaps survive up to equal hopping

The result at $a\ll b$ carries over to $a=b$ if no gap closes on the way. The argument under review needs this step, and it can be proved.

First find how $\det(E-H)$ depends on momentum. A term containing $K$ must go once around the ring. The off-diagonal elements of $E-H$ are $+a$ apart from the Bloch phase, and a cycle of odd length $q$ is an even permutation. The two directions give $2a^q\cos K$.

Shifting $k_y$ by $2\pi/q$ relabels the sites, so the determinant contains only harmonics of $qk_y$. The first such harmonic needs all $q$ diagonal elements. Its coefficient is $b^q\prod_xe^{2\pi ix/q}=b^q$ for odd $q$, and higher ones cannot occur. Thus

$$\det(E-H)=P(E)+g,\qquad g=2a^q\cos K+2b^q\cos qk_y ,$$

with $P$ independent of momentum.

Since $H$ is Hermitian, $P(E)=-g$ has $q$ real roots for every $g$ between $\pm2(a^q+b^q)$. A multiple root at an interior $g$ would become complex for a small change of $g$ in one direction or the other, which is impossible. Bands can thus meet only at the extreme values of $g$. Nor can they overlap in energy without touching, since a given $E$ fixes $g$.

The upper extreme is at $K=k_y=0$. Adding $\pi$ to $k_y$ and to the phase of every bond changes $H$ into $-H$; the bond phases add $q\pi$, equivalent to $\pi$, to $K$. The other extreme therefore has the mirrored spectrum, and $K=k_y=0$ suffices.

There $H$ is symmetric under $x\to-x$. Put $m=(q-1)/2$. The even sector has $m+1$ levels $e_i$ and the odd sector $m$ levels $o_j$. Each sector is a tridiagonal matrix with nonzero off-diagonal elements. Its first component fixes an eigenvector, so it has no degeneracy of its own. A closed gap requires the product

$$R(a,b)=\prod_{i,j}(e_i-o_j)$$

to vanish. Being symmetric in each set of levels, $R$ is a polynomial in $a$ and $b$, homogeneous of degree $m(m+1)$.

Let $a\to0$. The factors that vanish are the splittings of the pairs $\pm j$, $j=1,\dots,m$. Their sites are joined by $2j$ or $q-2j$ hops, so the splitting begins at order $\min(2j,q-2j)$. Even values come from the first entry and odd values from the second, and together they are $1,2,\dots,m$, once each. Hence $R$ starts at order $a^{m(m+1)/2}$. Its coefficient is nonzero: at leading order one direct path contributes to each splitting, and each site inside that path has a potential different from $V_j$.

At $K=k_y=0$ a discrete Fourier transform over the $q$ sites exchanges the hopping and potential terms, and hence $a$ and $b$, while preserving parity. So $R$ is also divisible by $b^{m(m+1)/2}$. The two powers exhaust its degree:

$$R(a,b)=c_q\,(ab)^{m(m+1)/2},\qquad c_q\neq0 .$$

No gap closes for any positive $a$ and $b$, so the Chern numbers found at $a\ll b$ hold at $a=b$ for every odd $q\geq3$.

For $q=3$ this can be done by hand. The odd level is $o=a+b$, and the even sector is

$$\begin{pmatrix}-2b&-\sqrt2\,a\\-\sqrt2\,a&b-a\end{pmatrix}.$$

Evaluating its characteristic polynomial at $o$ gives $(a+3b)(2a)-2a^2=6ab$, so $c_3=6$. At $a=b=t$ the levels are $2t$ and $(-1\pm\sqrt3)t$, and the upper gap is $(3-\sqrt3)t\approx1.268\,t$.

## Numbers for five bands, and the way back to the continuum

For $q=5$ and $a=b=t$, diagonalization at the two extreme momenta gives these band edges:

| Band | Energy range ($t$) | $C$ |
|---|---|---|
| 1 | $-2.966$ to $-2.902$ | $1$ |
| 2 | $-1.348$ to $-0.902$ | $1$ |
| 3 | $-0.382$ to $0.382$ | $-4$ |
| 4 | $0.902$ to $1.348$ | $1$ |
| 5 | $2.902$ to $2.966$ | $1$ |

The sum is $1+1-4+1+1=0$. The gap on either side of the central band is $0.902-0.382=0.520$, in units of $t$. It is smaller at larger $q$: $0.150\,t$ at $q=11$, where the central band carries $-10$.

How can such a lattice approach a continuum in which all levels have $C=1$? With kinetic momenta $\pi_x=p_x$ and $\pi_y=p_y+Bx$, the lattice Hamiltonian is

$$H=-2t(\cos\pi_x+\cos\pi_y)=t\left[-4+\pi_x^2+\pi_y^2-\frac{\pi_x^4+\pi_y^4}{12}+\dots\right].$$

The quadratic part has levels $(2n+1)B$. Each component is $\sqrt{B/2}$ times an operator of the form $\alpha+\alpha^\dagger$, up to a phase of $\alpha$, so $\langle\pi_x^4\rangle=\langle\pi_y^4\rangle=\frac34B^2(2n^2+2n+1)$. To second order in $B$,

$$\frac{E_n}{t}=-4+(2n+1)B-\frac{B^2}{8}(2n^2+2n+1).$$

For $q=41$, $B=2\pi/41=0.1532$, and the lowest level is $-4+0.1532-0.0029=-3.8497$. Diagonalization at $K=k_y=0$ also gives $-3.8497$. For $n=2$ the series gives $-3.2719$ and diagonalization $-3.2713$; the larger difference reflects the omitted terms, which grow with $n$.

The cyclotron energy is $2Bt=4\pi t/q$, and by symmetry the central band is centred at $E=0$, a height $4t$ above the band bottom of the field-free lattice. In cyclotron energies this height is

$$\frac{4t}{4\pi t/q}=\frac q\pi ,$$

which is $1.6$ for $q=5$ and $13.1$ for $q=41$. As $q$ grows, the compensating band leaves any window containing a fixed number of low Landau levels, while its Chern number grows in magnitude. This is the lattice form of the unpaired term found above. The continuum limit keeps the low levels and loses the band that balanced them.

## Where the distribution changes

For even $q$ there is no single central band. At $\ell=q/2$ the two routes have equal length, and the displacement $D_\ell$ is not defined. Numerically, for $q=4$ and $q=6$ at equal hopping, the two middle bands touch, the others have $C=1$, and the pair jointly carries $-2$ and $-4$. This is $-(q-2)$, as the zero sum requires.

For odd $q$, the value $-(q-1)$ depends on the hopping model. Add a hopping of strength $d$ across both diagonals of each plaquette, with the field phase taken at the midpoint of the straight bond. The bond between $x$ and $x+1$ becomes

$$-t-2d\cos\!\left[k_y+\frac{2\pi(x+\frac12)}q\right].$$

Take $q=3$ and $K=k_y=0$, and measure energies in $t$. The bonds from site $0$ to its two neighbours are $-1-d$, and the bond between those neighbours is $-1+2d$. The odd level is $1-(-1+2d)=2-2d$. The even sector has diagonal elements $-2$ and $2d$ and off-diagonal element $-\sqrt2(1+d)$. The odd level meets an even one when

$$(4-2d)(2-4d)-2(1+d)^2=6(1-4d+d^2)=0 .$$

The smaller root is $d=2-\sqrt3\approx0.268$, where the upper gap closes. The plaquette sum gives $C=1,-2,1$ at $d=0.1$ and $C=1,1,-2$ at $d=0.5$. The compensating band is then the top one, not the central one. The total remains zero, since the proof of the zero sum used no property of the hopping beyond a finite periodic matrix.

## Recommended correction

The claim should read: "The Chern numbers of all bands sum to zero when the bands exhaust a lattice model with finitely many orbitals per magnetic cell. Continuum Landau levels in a fixed field all have the same Chern number, of magnitude one, and have no compensating level. For the square lattice with nearest-neighbour hopping at flux $1/q$, $q$ odd, the central band has $-(q-1)$ when the others have $+1$." The inference from the lattice to a hidden level in the continuum should be removed.

Numbers in the example were calculated in double precision.
